# Circular K-point phonons with one sublattice at rest in binary honeycombs, part 2

Which in-plane vibrations of a flat honeycomb sheet are true modes at the zone corner $\mathbf K=\left(\frac{4\pi}{3\sqrt3\,d},0\right)$? Here $3\mathbf K$ is a reciprocal lattice vector. The A atoms sit at $\mathbf R=i\mathbf a_1+j\mathbf a_2$, with integers $i,j$, $\mathbf a_1=d(\sqrt3,0)$ and $\mathbf a_2=d\left(\tfrac{\sqrt3}{2},\tfrac32\right)$. Their B neighbours sit at $\mathbf R+\boldsymbol\delta_n$, with $\boldsymbol\delta_n=d\,\mathbf n_n$ at angles $\theta_n=90^\circ,210^\circ,330^\circ$; $\mathbf t_n=(-\sin\theta_n,\cos\theta_n)$ points across the bond.

With $\boldsymbol\Delta=\mathbf u_B(\mathbf R+\boldsymbol\delta_n)-\mathbf u_A(\mathbf R)$, a bond stores $\frac12\boldsymbol\Delta^T\Phi_n\boldsymbol\Delta$, where $\Phi_n=k_L\mathbf n_n\mathbf n_n^{T}+k_T\mathbf t_n\mathbf t_n^{T}$. Define

$$a=\tfrac32(k_L+k_T),\quad c=\tfrac32(k_L-k_T),\quad s=\tfrac12(k_L+k_T),\quad g=\tfrac12(k_L-k_T)=\tfrac c3 .$$

Waves are $\mathbf u_j=\mathrm{Re}[\mathbf e_j\,e^{i(\mathbf q\cdot\mathbf r-\omega t)}]$, with $\lambda=\omega^2$ and masses $m_A,m_B$. They obey

$$m_A\omega^2\mathbf e_A=\Big(\sum_n\Phi_n\Big)\mathbf e_A-C\,\mathbf e_B,\qquad m_B\omega^2\mathbf e_B=\Big(\sum_n\Phi_n\Big)\mathbf e_B-C^*\mathbf e_A, \tag{1}$$

$$C=\sum_n\Phi_n\,e^{i\mathbf q\cdot\boldsymbol\delta_n}.$$

The vectors $\mathbf e_\pm=(1,\pm i)/\sqrt2$ describe anticlockwise (+) and clockwise (−) motion, with amplitudes $\alpha_\pm$ on A and $\beta_\pm$ on B. Lemma 1 states

$$\Phi_n\mathbf e_\pm=s\,\mathbf e_\pm+g\,e^{\pm2i\theta_n}\mathbf e_\mp .\tag{2}$$

Lemma 2 states $\sum_n\Phi_n=a\,I$, because the cosines and sines of the doubled angles $2\theta_n$ each add to zero. The phases $\varphi_n=\mathbf K\cdot\boldsymbol\delta_n$ are $0,-\frac{2\pi}3,+\frac{2\pi}3$, and

$$e^{i\varphi_n}=i\,e^{-i\theta_n}.\tag{4}$$

The theorem gives four modes at K. In mode (a), A moves clockwise with B at rest, at $\omega_A^2=a/m_A$. In mode (b), B moves anticlockwise with A at rest, at $\omega_B^2=a/m_B$. The other two obey

$$m_A\lambda\,\alpha_+=a\,\alpha_++c\,\beta_-,\qquad m_B\lambda\,\beta_-=a\,\beta_-+c\,\alpha_+ , \tag{6}$$

$$\lambda_\pm=\frac a2\left(\frac1{m_A}+\frac1{m_B}\right)\pm\sqrt{\frac{a^2}4\left(\frac1{m_A}-\frac1{m_B}\right)^2+\frac{c^2}{m_Am_B}} .\tag{7}$$

For $c\ne0$, these values lie one below and one above both $a/m_A$ and $a/m_B$.

In mode (a), the A neighbour of a B atom across bond $n$ has the transverse component

$$(\mathbf t_n\cdot\mathbf e_-)e^{-i\varphi_n}=-\frac1{\sqrt2},\tag{8}$$

the same for all three bonds. The three forces on B have equal size and point $120^\circ$ apart, so they cancel.

Each quantum carries angular momentum $-\hbar$ in mode (a) and $+\hbar$ in mode (b), about the atoms' own sites. With one quantum per cell, moving atoms of mass $m$ have the radius

$$r=\sqrt{\frac{\hbar}{m\omega}} .\tag{9}$$

### Proposition 2: angle springs give the same two modes

The constant $k_T$ has a defect. Rotate the whole sheet rigidly by a small angle $\phi$. Each bond then has $\boldsymbol\Delta=\phi d\,\mathbf t_n$ and stores $\frac12k_Td^2\phi^2$, whereas a free, unstressed sheet must rotate at no cost. A sound replacement penalizes changes of the angle between two bonds that meet at an atom. A bond turns by $\mathbf t_n\cdot\boldsymbol\Delta_n/d$, so the energy of a pair is

$$\tfrac12k_\theta d^2(\delta\theta)^2=\tfrac12k_\theta(\tau_m-\tau_n)^2,\qquad \tau_n=\mathbf t_n\cdot\boldsymbol\Delta_n .$$

It is summed over the three pairs at every A and every B atom. A rigid rotation makes all $\tau_n$ equal and costs nothing.

*Claim.* With $k_T$ replaced by these terms, both modes with a resting sublattice survive, with

$$a=\tfrac32(k_L+3k_\theta).\tag{10}$$

*Proof.* Take A moving clockwise and B at rest. By (8), the three bonds at a B atom turn equally, so the angles at B do not change and exert no force. At an A atom, all three bonds share its displacement, and $\tau_n=-\mathbf t_n\cdot\mathbf u_A$. The force on the neighbour B across bond $m$ is

$$-k_\theta\mathbf t_m\sum_{n\ne m}(\tau_m-\tau_n)=k_\theta\mathbf t_m\sum_{n\neq m}(\mathbf t_m-\mathbf t_n)\cdot\mathbf u_A=3k_\theta\,\mathbf t_m(\mathbf t_m\cdot\mathbf u_A).$$

The last step uses $\mathbf t_1+\mathbf t_2+\mathbf t_3=0$, so that $2\mathbf t_m-\sum_{n\ne m}\mathbf t_n=3\mathbf t_m$. A transverse spring would give $k_T\mathbf t_m(\mathbf t_m\cdot\mathbf u_A)$. The two forces agree for $k_T=3k_\theta$. The forces on B then cancel as in Part I, and the reaction on A is that of the transverse springs. The B mode follows by exchanging the roles of the sublattices. ∎

The equivalence is proved for these two modes. The coupled pair need not have the same frequencies in both models.

### Proposition 3: threefold symmetry keeps the atoms at rest

The resting sublattice does not depend on nearest-neighbour forces. It survives for any harmonic forces that have the period of the lattice, are unchanged by reflection in the plane of the sheet (so that in-plane motion can still be treated alone), and are unchanged by a $120^\circ$ rotation about an A atom.

*Proof.* Rotate a wave at K by $120^\circ$ about an A atom. A circular vector gains a phase: turning $(1,\pm i)$ by an angle $\gamma$ gives $(\cos\gamma\mp i\sin\gamma,\ \sin\gamma\pm i\cos\gamma)=e^{\mp i\gamma}(1,\pm i)$. The wavevector turns into another corner, which differs from $\mathbf K$ by a reciprocal vector $\mathbf G$. On A sites $e^{i\mathbf G\cdot\mathbf R}=1$. On B sites the extra factor is $e^{i\mathbf G\cdot\boldsymbol\delta_1}$. Turning $\mathbf K$ forward is equivalent to turning $\boldsymbol\delta_1$ back to $\boldsymbol\delta_3$, so

$$\mathbf G\cdot\boldsymbol\delta_1=\mathbf K\cdot\boldsymbol\delta_3-\mathbf K\cdot\boldsymbol\delta_1=+120^\circ .$$

The total phases are:

- A anticlockwise: $-120^\circ$
- A clockwise: $+120^\circ$
- B anticlockwise: $120^\circ-120^\circ=0$
- B clockwise: $120^\circ+120^\circ\equiv-120^\circ$

Forces with this symmetry cannot couple motions with different phases. A clockwise and B anticlockwise each stand alone. ∎

Longer-range forces may still shift the frequencies. Suppose atoms of the same kind are joined by central springs $k_2$ to their six second neighbours, at $\pm\mathbf a_1$, $\pm\mathbf a_2$ and $\pm(\mathbf a_2-\mathbf a_1)$. The phases $\mathbf K\cdot\mathbf a_1=240^\circ$, $\mathbf K\cdot\mathbf a_2=120^\circ$ and $\mathbf K\cdot(\mathbf a_2-\mathbf a_1)=-120^\circ$ all have cosine $-\frac12$. Each opposite pair therefore contributes $2(1+\frac12)k_2=3k_2$ along its axis. Three axes $60^\circ$ apart have projectors that add to $\frac32I$, for the reason given in Lemma 2. The result is

$$a\to a+\tfrac92k_2 .\tag{11}$$

### How the resting sublattice starts to move

Suppose a small disturbance adds a force $\mathbf h$ on A and $\mathbf f$ on B, while A moves clockwise with unit amplitude. A force enters the equations for $m\lambda\mathbf e$ with a minus sign. To first order, at $\lambda=a/m_A$, the anticlockwise components are

$$0=c\,\beta_--h_+,\qquad D\,\beta_+=-f_+,\qquad D=a\left(\frac{m_B}{m_A}-1\right).\tag{12}$$

In the first relation the term $(m_A\lambda-a)\alpha_+$ has dropped out: $\alpha_+$ is itself of first order and so is the change of $m_A\lambda-a$, which makes their product second order. The results need $c\ne0$ and $D\neq0$, and the disturbance must be small against both. For a disturbance of relative size $x$, $\alpha_+$ is of order $xa/c$, so the neglected second-order terms grow as $c\to0$.

*One bond direction weaker by a fraction $x$.* Weaken bond 1 in every cell, with both of its constants reduced. The restoring force $-\Phi_1\mathbf e_-$ on A shrinks, so $\mathbf h=+x\Phi_1\mathbf e_-$. The pull $\Phi_1\mathbf e_-$ on B also shrinks, so $\mathbf f=-x\Phi_1\mathbf e_-$. By Lemma 1 with $\theta_1=90^\circ$, $\Phi_1\mathbf e_-=s\mathbf e_--g\mathbf e_+$. Hence $h_+=-xg$ and $f_+=xg$, and with $g=c/3$

$$\beta_-=-\frac x3,\qquad\beta_+=-\frac{xc}{3D},\qquad\frac{|\mathbf u_B|}{|\mathbf u_A|}\approx\frac x3\sqrt{1+\frac{c^2}{D^2}} .\tag{13}$$

*Wavevector short of K by a fraction $x$.* For $\mathbf q=(1-x)\mathbf K$, $e^{-i\mathbf q\cdot\boldsymbol\delta_n}\approx e^{-i\varphi_n}(1+ix\varphi_n)$. The force on A has no first-order change, because B is at rest to zeroth order; so $h_+=0$ and $\beta_-=0$. On B, Lemma 1 and $e^{-i\varphi_n}=-ie^{i\theta_n}$ give

$$f_+=ixg\sum_n\varphi_n e^{-i\varphi_n-2i\theta_n}=xg\sum_n\varphi_ne^{-i\theta_n}=xg\,\frac{2\pi}3\left(e^{-i330^\circ}-e^{-i210^\circ}\right)=\frac{2\pi xg}{\sqrt3}.$$

The bracket equals $\left(\frac{\sqrt3}2+\frac i2\right)-\left(-\frac{\sqrt3}2+\frac i2\right)=\sqrt3$. Therefore

$$\frac{|\mathbf u_B|}{|\mathbf u_A|}\approx\frac{2\pi x}{3\sqrt3}\,\frac{|c|}{|D|} .\tag{14}$$

Equation (14) needs $x\ll c^2/a^2$. The amplitude $\alpha_+$ acts back on B at second order, with a size of order $x^2a^2/|cD|$. For $k_L+k_T=500$ N/m, masses 10 and 15 u and $x=0.01$, diagonalization gives 0.0063 instead of 0.0048 at $c=150$ N/m, and 0.0077 instead of 0.0010 at $c=30$ N/m. As $c\to0$ the ratio does not vanish: the isotropic part of $C$ then gives about $2\pi xs/(\sqrt3\,|D|)$, which is 0.024 here. Equation (13) likewise fails when $|c|$ is no longer large against $xs$.

Both ratios grow as the masses approach each other, since $D\to0$. Against these two disturbances, the resting sublattice is thus most fragile when modes (a) and (b) are close in frequency.

### Worked example

Take $m_A=10$ u, $m_B=15$ u, $d=0.150$ nm, $k_L=400$ N/m and $k_T=100$ N/m. These are round model values. Then

$$a=1.5\times500=750\ \text{N/m},\qquad c=1.5\times300=450\ \text{N/m}.$$

The A mode has $\omega_A=\sqrt{a/m_A}$, which is 139.9 meV or 33.8 THz. The B mode is lower by the factor $\sqrt{10/15}=0.816$, at 114.2 meV or 27.6 THz. The splitting is 25.7 meV.

For the coupled pair, divide (7) by $a/m_A$:

$$\frac{\lambda_\pm}{\omega_A^2}=\frac12\left(1+\frac23\right)\pm\sqrt{\frac14\left(\frac13\right)^2+\frac23\left(\frac{450}{750}\right)^2}=0.833\pm0.517 .$$

The square roots of 0.316 and 1.351 are 0.562 and 1.162. They give 78.6 and 162.6 meV, on either side of the other two modes as the theorem requires. The amplitude ratio $\beta_-/\alpha_+=(m_A\lambda-a)/c$ is $-1.14$ in the lower mode and $0.585$ in the upper one, so neither sublattice rests there.

By (9), one quantum per cell means a radius of 5.5 pm for A or 4.9 pm for B, a few per cent of the bond length. At 300 K the mean occupations are 0.0045 and 0.012: these modes are scarcely excited by heat.

The theorem was also tested by integrating Newton's equations for a periodic crystal of $3\times3$ cells, which holds the K wave because $3\mathbf K$ is a reciprocal vector. With A started clockwise on circles and B at rest, B reached $3\times10^{-14}$ of the A radius in three periods, which is rounding error. With A started anticlockwise, B reached 0.91 of the initial A radius within one period. The sense of rotation decides whether B stays at rest.

### What the model leaves out

- **Angle forces.** An angle spring $k_\theta=k_T/3=33.3$ N/m in place of $k_T$ gives the same 139.9 and 114.2 meV, as (10) requires. The coupled pair does change. There the turning of the bonds differs from bond to bond at both kinds of atom, so the angles at both resist, and the angle springs act like $k_T=6k_\theta=200$ N/m. Equation (7) then gives 109.9 and 164.5 meV instead of 78.6 and 162.6 meV, so the lower coupled energy depends strongly on how bending is modelled.
- **Second neighbours.** For $k_2=10$ N/m, (11) adds 45 N/m to 750 N/m. Both frequencies rise by $\sqrt{1.06}-1=3.0\,\%$.
- **Dipole forces.** If the atoms carry effective charges $\pm2e$, a rough value, unscreened dipole forces beyond nearest neighbours raise both frequencies by 9.7 %. This is the largest shift found here for the two modes with a resting sublattice. Electronic screening is left out, and so is the bond force that would have to balance static charges, which changes the sideways stiffness of the bonds. Fitted springs may already contain part of these effects, so the figure is a rough scale and not a correction to apply.
- **Anharmonic bonds.** In a Morse bond with parameter $\mu$, the curvature relative to its minimum is $2e^{-2\mu x}-e^{-\mu x}$ at stretch $x$. For Gaussian fluctuations of rms size $\sigma$, $\langle e^{-\kappa x}\rangle=e^{\kappa^2\sigma^2/2}$, and the mean is $2e^{2\mu^2\sigma^2}-e^{\mu^2\sigma^2/2}$. With the rough value $\mu=20$ nm$^{-1}$ and the harmonic result $\sigma=4.87$ pm at 300 K, $\mu\sigma=0.097$ and the curvature rises by 3.4 %. Applied to all of $a$, this is 1.7 % in frequency; applied to $k_L$ alone, it is 1.3 %. This holds at fixed mean bond length and is not a net shift. If the bond can lengthen until its mean force vanishes, the mean stretch is $\frac32\mu\sigma^2$ and the mean curvature becomes $e^{-\mu^2\sigma^2}$ times its value at the minimum. Applied to all of $a$, this lowers the frequency by 0.5 % instead. The cubic self-energy is omitted from all these figures, and those at fixed length also leave out the mean bond force, which changes the sideways stiffness.
- **Broken symmetry.** Here $D=750\times0.5=375$ N/m. For one bond direction 2 % weaker, (13) gives $0.0067\sqrt{1+1.44}=0.0104$; full diagonalization gives 0.0106. For a wavevector 1 % short of K, (14) gives 0.0145, and diagonalization gives 0.0149. The small differences are of higher order in $x$.

### Beside a real sheet

The nearest familiar case is a monolayer of hexagonal boron nitride, used as an insulator next to two-dimensional channels. Its masses are roughly 11 and 14 u and its bond is roughly 0.14 nm long. Its in-plane optical phonons lie in the range of one to two tenths of an electronvolt, as do the energies of modes (a) and (b) in the model. The model's mass ratio of 1.5 is larger than the real one of about 1.3, so with the same springs the model exaggerates the splitting of the two modes: their frequency ratio is then the square root of the mass ratio. In a real sheet, the forces between atoms of the same kind may differ for the two sublattices, which changes this ratio as well. The springs were not fitted to this material, and the energies above are not predictions for it. In a device, uniaxial strain or an unmatched substrate breaks the threefold symmetry. A substrate on one side, even a matched one, also removes the reflection in the plane of the sheet. Vertical B motion gains the phase $+120^\circ$ under the rotation of Proposition 3, the same as clockwise A motion, so the two may then couple and B may move up and down. If both spring constants of one bond direction fall by 2 %, the B atoms in the example move with about 1 % of the A amplitude; if only $k_L$ falls, with about 1.4 %. Real strain also turns the bonds and changes the other two directions, so these figures give only a scale. Polar forces preserve the resting sublattice but may shift the energies; the rough unscreened estimate above gave about ten per cent for the model. Channel materials with three atoms per cell, such as molybdenum disulfide, have more modes than the four counted here and need their own analysis.

The main computed values are collected in the numerical output below.

## Values computed for the example and the checks

```
mass A, mass B: 10.0, 15.0 u
bond length: 0.150 nm
kL, kT: 400.0, 100.0 N/m
temperature: 300 K
|K|: 16.123 1/nm
a, c: 750.0, 450.0 N/m
A-circling mode energy: 139.89 meV
A-circling mode frequency: 33.82 THz
B-circling mode energy: 114.22 meV
B-circling mode frequency: 27.62 THz
splitting of these two modes: 25.67 meV
lower coupled mode energy: 78.62 meV
upper coupled mode energy: 162.58 meV
uB/uA in lower, upper coupled mode: -1.140, 0.585
A radius, one quantum per cell: 5.47 pm
B radius, one quantum per cell: 4.94 pm
angular momentum per quantum, A mode: -1.0000 hbar
Newton run, 3 periods, max B/A radius: 3.3e-14
Newton run, wrong sense, max B/A radius: 0.906
occupation at temperature, A mode: 0.00449
occupation at temperature, B mode: 0.01220
angle spring replacing kT: 33.33 N/m
A, B mode energy with angle springs: 139.89, 114.22 meV
second-neighbour spring: 10.0 N/m
its shift of A, B mode: 2.96, 2.96 %
rough effective charge: 2.0 e
dipole shift of A, B mode: 9.7, 9.7 %
rough Morse parameter: 20.0 1/nm
rms bond stretch: 4.87 pm
mean Morse curvature change: 3.4 %
frequency scale of that change: 1.7 %
B/A amplitude, one bond 2% weaker: 0.0106
B/A amplitude, q 1% short of K: 0.0149
```
